\section*{Half-Voltage and Third-Voltage Writing of a Crossbar Memory Array}

\section{Two by two: the disturbed neighbours}

A ferroelectric capacitor stores a bit in the direction of its polarization. In a crossbar without access transistors, each capacitor joins one horizontal word line to one vertical bit line. Applying a writing voltage to one capacitor also applies voltages to its neighbours, because they share its lines. The question is how small these unwanted voltages can be made.

Start with two word lines and two bit lines. Define a cell voltage as word-line potential minus bit-line potential. Put the selected word line at \(V>0\) and the selected bit line at zero. Let the other word line have potential \(w\) and the other bit line \(b\). At first the lines are ideal: they have no resistance and have settled at their driven values. The four cell voltages are
\begin{equation}
\begin{pmatrix} V & V-b\\ w & w-b\end{pmatrix}.
\end{equation}
The upper-left cell is selected. The two cells sharing one line with it are half-selected, and the last is fully unselected.

Half-voltage writing sets \(w=b=V/2\). The half-selected cells receive \(V/2\) and the fully unselected cell receives zero. Third-voltage writing sets \(w=V/3\) and \(b=2V/3\), so that
\begin{align}
V-b&=V-\tfrac23V=\tfrac13V,\\
w-0&=\tfrac13V,\\
w-b&=\tfrac13V-\tfrac23V=-\tfrac13V.
\end{align}
All three unselected cells now have magnitude \(V/3\). The fully unselected cell has the opposite sign, which matters when pulses accumulate.

Can another choice do better? Adding and subtracting \(b\) and \(w\) gives
\begin{equation}
V=(V-b)+(b-w)+w. \label{eq:split}
\end{equation}
If \(M\) is the largest of the three unwanted magnitudes, the triangle inequality gives
\begin{equation}
V\leq |V-b|+|b-w|+|w|\leq3M,
\qquad M\geq V/3. \label{eq:bound}
\end{equation}
Third-voltage writing attains this lower bound. If \(M=V/3\), no term in \eqref{eq:split} may exceed \(V/3\), yet their sum is \(V\). Each term must therefore equal \(V/3\), which forces \(w=V/3\) and \(b=2V/3\). The choice is unique.

\section{Any array, and the place of half-voltage writing}

Take \(m\) word lines and \(n\) bit lines, with \(m,n\geq2\). Put every unselected word line at \(V/3\) and every unselected bit line at \(2V/3\). Each unselected cell belongs to one of the three types just calculated, so each has magnitude \(V/3\). Conversely, any unselected word line and any unselected bit line form a two-by-two array with the selected lines. The bound and the uniqueness argument apply to every such pair, even if each line has its own driver.

The condition \(m,n\geq2\) is needed. With a single word line there is no potential \(w\), and setting all unselected bit lines to \(V\) gives their cells zero voltage.

To write the opposite polarity, replace every line potential \(p\) by \(V-p\). A cell voltage \(p_w-p_b\) becomes
\begin{equation}
(V-p_w)-(V-p_b)=-(p_w-p_b),
\end{equation}
so all magnitudes are unchanged.

Half-voltage writing answers a different demand. Suppose fully unselected cells may receive at most \(u\), with \(0\leq u\leq V/3\), and let \(h\) be the largest half-selected magnitude. Equation \eqref{eq:split} gives
\begin{equation}
V\leq h+u+h,\qquad h\geq\frac{V-u}{2}. \label{eq:tradeoff}
\end{equation}
The choice \(w=(V-u)/2\), \(b=(V+u)/2\) attains the bound, since then \(V-b=w=(V-u)/2\) and \(w-b=-u\). At \(u=0\) this is half-voltage writing; at \(u=V/3\) it is third-voltage writing. The first leaves the fully unselected cells without voltage, while the second minimizes the largest disturbance.

For \(V=3\,\mathrm V\), the largest disturbances are \(1.5\,\mathrm V\) and \(1\,\mathrm V\). As a test, a numerical minimization over all line potentials of a four-by-five array, with no scheme assumed, also gave \(1\,\mathrm V\).

Driver errors loosen the result. If each line may be wrong by \(\pm v_e\), a difference of two potentials may be wrong by \(2v_e\), so the worst disturbance is \(V/3+2v_e\). With \(v_e=50\,\mathrm{mV}\) it is \(1.1\,\mathrm V\).

\section{Removing the assumption of settled lines}

Let all lines start at zero. If every line follows its final potential multiplied by the same function \(f(t)\), with \(0\leq f\leq1\), each cell voltage is its final value times \(f(t)\). The one-third limit then holds throughout the ramp.

Now let the selected word line rise linearly during a time \(\tau\), while the unselected bit lines also rise linearly during a time \(\tau\) but start later by \(\delta\leq\tau\). A cell on the selected word line has
\begin{equation}
v(t)=
\begin{cases}
Vt/\tau, & 0\leq t\leq\delta,\\[2pt]
Vt/\tau-\frac23V(t-\delta)/\tau, & \delta\leq t\leq\tau.
\end{cases}
\end{equation}
Both slopes are positive. After \(t=\tau\) the word line is constant while the bit line still rises, so \(v\) falls. The peak is therefore at \(t=\tau\):
\begin{equation}
v_{\max}=V-\frac{2V}{3}\left(1-\frac{\delta}{\tau}\right)
=\frac V3+\frac{2V}{3}\frac{\delta}{\tau}.
\end{equation}
At \(\delta=0\) this is \(V/3\); at \(\delta=\tau\) the neighbour receives the full \(V\). For \(\tau=10\,\mathrm{ns}\) and \(\delta=2\,\mathrm{ns}\), the peak is \(1+2(2/10)=1.4\,\mathrm V\).

A staircase removes this sensitivity of the peak, at the price of holding unselected cells at \(V/3\) for longer. The selected bit line stays at zero, and each step finishes before the next begins:
\begin{enumerate}
\item All other lines rise from zero to \(V/3\). Every line lies between zero and \(V/3\), so no difference exceeds \(V/3\).
\item The selected word line and the unselected bit lines rise from \(V/3\) to \(2V/3\). They lie in the same interval of width \(V/3\), so they differ by at most \(V/3\). The unselected word lines, still at \(V/3\), differ from every bit line by at most \(V/3\).
\item The selected word line rises from \(2V/3\) to \(V\). Its difference from the unselected bit lines grows from zero to \(V/3\); the other unselected cells do not change.
\end{enumerate}
Within a step the lines may have any delays, provided they rise without overshoot. Running the steps backwards gives a safe descent. In 60 trials on a five-by-five array with random delays and rise times, the staircase peak was \(1\,\mathrm V\), whereas raising all lines directly produced a peak of \(3\,\mathrm V\).

\section{What the lower voltage costs in energy}

The algebra now uses Hartree atomic units, in which \(4\pi\varepsilon_0=1\). A parallel-plate cell of area \(A\), thickness \(d\) and relative permittivity \(\varepsilon\) has
\begin{equation}
C=\frac{\varepsilon A}{4\pi d}.
\end{equation}
Treat the dielectric response as linear and add \(Cv^2/2\) over the cells. Half-voltage writing puts \(V/2\) on \(m+n-2\) cells; third-voltage writing puts \(V/3\) on \(mn-1\) cells. Hence
\begin{align}
U_{1/2}&=\frac{CV^2}{2}\left(1+\frac{m+n-2}{4}\right),\\
U_{1/3}&=\frac{CV^2}{2}\left(1+\frac{mn-1}{9}\right).
\end{align}
For a square array, \(U_{1/3}>U_{1/2}\) requires
\begin{equation}
\frac{(n-1)(n+1)}9>\frac{2(n-1)}4.
\end{equation}
Dividing by the positive number \(n-1\) gives \(n+1>9/2\), so third-voltage writing stores more energy from \(n=4\). For large \(n\) the ratio \(U_{1/3}/U_{1/2}\) approaches \(2n/9\): the penalty in energy stored in the cells grows with the array.

Take a \(64\times64\) array of hafnium-zirconium oxide capacitors, \(10\,\mathrm{nm}\) thick and \(100\,\mathrm{nm}\) square, with \(\varepsilon=30\). Then \(C=0.266\,\mathrm{fF}\), and
\begin{align}
U_{1/2}&=\tfrac12(0.266)(3^2)(1+126/4)\approx39\,\mathrm{fJ},\\
U_{1/3}&=\tfrac12(0.266)(3^2)(1+4095/9)\approx545\,\mathrm{fJ}.
\end{align}
The ratio is about 14. These energies omit the capacitance of the lines to ground. When all lines are raised from zero, that term grows as \(n^2\) in both schemes; an assumed \(0.05\,\mathrm{fF/\mu m}\) at \(200\,\mathrm{nm}\) pitch changes the energies to \(132\) and \(649\,\mathrm{fJ}\) and the ratio to about 5. They also omit polarization reversal. With remanent polarization \(P_r=20\,\mu\mathrm{C/cm^2}\), reversal moves a charge \(2P_rA=4\,\mathrm{fC}\); at a constant \(3\,\mathrm V\) the source supplies \(12\,\mathrm{fJ}\) for it.

\section{Many small pulses instead of a few large ones}

Follow one cell while every other cell is written once. Half-voltage writing disturbs it \(m+n-2\) times, when cells on its own lines are written. Third-voltage writing disturbs it \(mn-1\) times.

The signs depend on the data. A positive write gives \(+V/3\) to cells sharing a line with the selected cell and \(-V/3\) to the rest; a negative write reverses both. If the writes on our cell's lines are positive and all others negative, every third-voltage pulse on it has the same sign. All \(mn-1\) pulses can therefore be harmful.

To compare the pulses, assume Merz's law for the switching time at field \(E\),
\begin{equation}
t(E)=t_0e^{E_a/E},
\end{equation}
where \(t_0\) is a time prefactor and \(E_a\) an activation field. Assume also that exposures add without recovery. For \(N\) pulses of length \(t_p\), define the dose \(D=Nt_p/t(E)\). A dose near one means that the total exposure is comparable with the switching time; it is a scale for trouble, not a sharp threshold.

Let \(E_V=V/d\) and \(x=E_a/E_V\). Reducing the field to \(E_V/2\) or \(E_V/3\) changes the exponent to \(2x\) or \(3x\). At the same \(V\) and \(t_p\),
\begin{equation}
\frac{D_{1/3}}{D_{1/2}}
=\frac{(mn-1)e^{-3x}}{(m+n-2)e^{-2x}}
=\frac{mn-1}{m+n-2}e^{-x}.
\end{equation}
For \(m=n\), the first factor is \((n^2-1)/[2(n-1)]=(n+1)/2\). Third-voltage writing has the lower dose if
\begin{equation}
e^{E_a/E_V}>\frac{n+1}{2}. \label{eq:dose}
\end{equation}
In the limit \(E_a\to0\) the switching time no longer depends on field, and third-voltage writing loses for every \(n\geq2\), because it applies more pulses. Its advantage rests on a steep field dependence.

Choose \(E_a=15\,\mathrm{MV/cm}\), \(t_0=0.1\,\mathrm{ns}\) and \(t_p=50\,\mathrm{ns}\). The selected field is \(3\,\mathrm{MV/cm}\), so \(x=5\) and the selected cell switches in \(14.8\,\mathrm{ns}\), within the pulse. The disturbed cells have switching times of \(2.20\,\mu\mathrm s\) at half voltage and \(327\,\mu\mathrm s\) at one-third. Thus
\begin{align}
D_{1/2}&=\frac{126(0.050)}{2.20}\approx2.9,\\
D_{1/3}&=\frac{4095(0.050)}{327}\approx0.63.
\end{align}
Third-voltage writing is better by a factor of about 4.6, but a dose of 0.63 is not a safe one. If the reversed fraction were \(1-e^{-D^k}\) with \(k=1\), 2 or 3, one array pass would already reverse 47, 32 or 22 percent of the film, and a second pass takes the dose above one. Condition \eqref{eq:dose} holds up to \(n=295\) for these parameters. In a larger square array the greater number of pulses outweighs their lower voltage.

The forecast depends strongly on the switching law. Replace Merz's law by \(t=t_0\exp[(E_s/E)^2]\), and choose \(E_s=6.71\,\mathrm{MV/cm}\) to keep the same selected-cell time. The exponent 5 becomes \(4\times5=20\) at half voltage and \(9\times5=45\) at one-third. The times become \(0.049\,\mathrm s\) and \(3.5\times10^9\,\mathrm s\). A measurement at the writing voltage alone cannot distinguish these two forecasts.

\section{Giving the wires resistance}

Let each line segment have resistance \(R\), including the one between driver and first cell, and let each cell conduct linearly with conductance \(G\). Take a square array with the selected cell farthest from both sets of drivers. For \(n^2RG\ll1\), so that the accumulated drops stay small, find the currents from the ideal voltages and then the potential drops they cause.

Consider the cell on the selected word line nearest that line's driver. The word-line current supplies \(n-1\) cells at \(V/3\) and one at \(V\), so the drop across the first segment is
\begin{equation}
RG\left[(n-1)\frac V3+V\right]=RG\frac V3(n+2).
\end{equation}
The same cell lies at the far end of an unselected bit line. The first \(n-1\) cells on that line draw current \(GV/3\) from it; the last one feeds the same current into it. A current at position \(k\) passes through \(k\) segments, so the drop at the far end is
\begin{equation}
RG\frac V3\left(\sum_{k=1}^{n-1}k-n\right)
=RG\frac V3\left[\frac{n(n-1)}2-n\right].
\end{equation}
A fall in bit-line potential raises the cell voltage, while a fall in word-line potential lowers it. The change relative to \(V/3\) is
\begin{equation}
\Delta v=RG\frac V3\left[\frac{n(n-1)}2-2n-2\right].
\end{equation}
It vanishes as \(R\to0\) and grows as \(n^2\) for large arrays. With \(R=5\,\Omega\), \(G=10\,\mathrm{nS}\) and \(n=64\), it is \(0.0943\,\mathrm{mV}\). Solving the full resistive network gave the same largest excess to three digits.

During a common linear ramp, a capacitor carries \(C\,dv/dt=(C/\tau)v_{\rm final}\). If the lines respond much faster than the ramp, \(C/\tau\) takes the place of \(G\). For \(\tau=10\,\mathrm{ns}\) the excess is \(0.25\,\mathrm{mV}\). An assumed leakage density of \(10^{-6}\,\mathrm{A/cm^2}\) at \(V/3\) adds only about \(10^{-9}\,\mathrm{mV}\).

\section{Beside a real hafnia capacitor}

The film parameters are rough typical values for hafnium-zirconium oxide; the switching parameters are round model inputs. With a rough coercive field of \(1.2\,\mathrm{MV/cm}\), the half-voltage field of \(1.5\,\mathrm{MV/cm}\) lies above it and the third-voltage field of \(1.0\,\mathrm{MV/cm}\) below. That does not guarantee retention, because the coercive field depends on how long the field acts. Real films can also have an internal bias, called imprint. Adding \(0.2\,\mathrm{MV/cm}\) in the harmful direction raises the third-voltage dose from 0.63 to 7.6. Heating from 300 to \(358\,\mathrm K\), with \(E_a\) assumed proportional to \(1/T\), raises it to 7.1 at the same pulse length, or to 3.2 if the pulse is shortened in proportion to the selected-cell switching time. Giving every pulse the worst driver-error voltage, as fixed offsets of \(+v_e\) on the cell's word line and \(-v_e\) on its bit line do for the harmful data pattern, raises it to 2.4. Each change is made alone, and each takes the one-pass dose above one. A polycrystalline film also has a spread of switching times, which this model omits.

The selected field is 0.75 of a rough breakdown field of \(4\,\mathrm{MV/cm}\), so wear of the selected cell remains a separate concern. Switching current is a small correction: moving \(4\,\mathrm{fC}\) in \(14.8\,\mathrm{ns}\) through both lines lowers the selected-cell voltage by about \(0.17\,\mathrm{mV}\).

Tunnelling can be estimated in atomic units. Let \(F\) be the selected field, \(\phi\) the barrier height and \(\mu\) the tunnelling mass. Consider an electron whose energy of motion normal to the film lies \(\epsilon\) below the Fermi level, and assume that its transmission depends on that energy alone. The WKB exponent is
\begin{equation}
B(\epsilon)=2\int_0^{(\phi+\epsilon)/F}\!\!\sqrt{2\mu(\phi+\epsilon-Fz)}\,dz
=\frac{4\sqrt{2\mu}(\phi+\epsilon)^{3/2}}{3F}.
\end{equation}
Near the Fermi level, \(B(\epsilon)\approx B(0)+\epsilon/\eta\), with \(\eta=F/(2\sqrt{2\mu\phi})\). For free electrons in a cold electrode, the occupied transverse states at normal energy \(-\epsilon\) fill a disc of area \(2\pi\epsilon\) in wavevector space. With two spins and \(v_z\,dk_z=dE_z\), the supply per unit normal energy is \(2(2\pi\epsilon)/(2\pi)^3=\epsilon/(2\pi^2)\). Therefore
\begin{equation}
J=\frac{e^{-B(0)}}{2\pi^2}\int_0^\infty\epsilon e^{-\epsilon/\eta}\,d\epsilon
=\frac{\eta^2e^{-B(0)}}{2\pi^2}
=\frac{F^2e^{-B(0)}}{16\pi^2\mu\phi}.
\end{equation}
For \(\phi=2\,\mathrm{eV}\) and \(\mu=0.2\) electron masses, \(B(0)=28.8\) and \(J\approx1.1\times10^{-5}\,\mathrm{A/cm^2}\). The charge tunnelling in one pulse is about \(10^{-8}\) of the switching charge. This is an order-of-magnitude estimate. An electron with transverse wavevector \(k\) and total energy \(\epsilon_t\) below the Fermi level has \(\epsilon=\epsilon_t+k^2/2\), and so the exponent \(B(\epsilon_t+k^2/2)\). If transverse momentum is conserved and the barrier mass is the same in every direction, the exponent is instead \(B(\epsilon_t+k^2/(2\mu))\). Integrating over \(k^2\) then makes \(J\) smaller by the factor \(\mu\), here one fifth. A warm electrode, in contrast, raises \(J\), because some electrons lie above the Fermi level. Leakage through defects is not included. Among the effects sized here, the chosen imprint and heating each raise the third-voltage dose more than tenfold at fixed pulse length, whereas this tunnelling current is negligible and the wire drops stay below a millivolt for \(R=5\,\Omega\) and \(\tau=10\,\mathrm{ns}\). The ramp-driven drops scale as \(R/\tau\); at \(R=200\,\Omega\) the excess over \(V/3\) is \(10\,\mathrm{mV}\). The line lag of the earlier example adds \(0.4\,\mathrm V\) to the peak on the selected word line. On the descent the same lag lifts the far more numerous fully unselected cells to \((V/3)(1+\delta/\tau)=1.2\,\mathrm V\). With a \(50\,\mathrm{ns}\) plateau and all pulses harmful, the one-pass dose is 0.64 for a common \(10\,\mathrm{ns}\) ramp, 0.87 with this lag, and 0.89 for a staircase of \(10\,\mathrm{ns}\) steps, so a slow staircase lowers the peak but not the dose. The numerical output lists the values used.

\section*{Computed values}
\begin{verbatim}
Array: 64 x 64; film 10 nm; cell side 100 nm
Selected voltage: 3 V
Half-voltage maximum disturbance: 1.5 V
Third-voltage maximum disturbance: 1 V
Smallest maximum from linear programming: 1 V
Fields selected, half, third: 3.000, 1.500, 1.000 MV/cm
Rough coercive and breakdown fields: 1.2, 4 MV/cm
Selected field / breakdown field: 0.75
Disturbed cells, half and third: 126, 4095
Staircase peak with random skew: 1 V
Direct-switching peak with random skew: 3 V
Ramp duration and bit-line lag: 10, 2 ns
Peak with this lag: 1.4 V
Relative permittivity: 30
Cell capacitance: 0.26563 fF
Half-voltage stored energy: 38.848 fJ
Third-voltage stored energy: 545.06 fJ
Stored-energy ratio third / half: 14.031
Third stores more from square size: 4
Merz activation field 15 MV/cm; prefactor 0.1 ns; pulse 50 ns
Selected switching time: 14.841 ns
Half-voltage switching time: 2.2026 us
Third-voltage switching time: 326.9 us
Half-voltage dose per array pass: 2.8602
Third-voltage dose per array pass: 0.62634
Dose ratio half / third: 4.5666
Largest square array with lower third-voltage dose: 295
Squared-law activation field: 6.7082 MV/cm
Squared-law half-voltage time: 0.048517 s
Squared-law third-voltage time: 3.4934e+09 s
Reference and hot temperatures: 300, 358 K
Hot activation field, scaled as 1/T: 12.57 MV/cm
Hot third-voltage dose per pass: 7.1157
Imprint field: 0.2 MV/cm
Third-voltage dose with imprint: 7.6303
Driver error per line: 50 mV
Maximum disturbance with driver error: 1.1 V
Third-voltage dose with driver error: 2.4492
Wire resistance per segment: 5 ohm
Test cell conductance: 10 nS
Network excess over V/3 at test conductance: 0.094291 mV
First-order excess at test conductance: 0.0943 mV
Leakage density at V/3: 1e-06 A/cm2
Leakage-driven excess over V/3: 9.43e-10 mV
Ramp-driven excess over V/3: 0.25048 mV
Remanent polarization: 20 uC/cm2
Switching charge: 4 fC
Switching charge times selected voltage: 12 fJ
Selected-cell drop from switching current: 0.17249 mV
Tunnel barrier 2 eV; tunnelling mass 0.2 electron masses
Selected field in atomic units: 0.00058341 a.u.
Tunnelling exponent: 28.802
Selected-cell tunnelling density: 1.0758e-05 A/cm2
Tunnelled charge / switching charge per pulse: 1.3448e-08
\end{verbatim}
